Pairing time of interstitial iron with boron acceptors: two derivations

**Result**

Positive interstitial iron, with charge +q and diffusivity D, moves among fixed, singly negative boron acceptors of density N_A. The density of unpaired iron falls as exp(−t/τ), with

τ = εkT/(q²DN_A).

Here ε is the permittivity of the crystal, T the temperature and k Boltzmann's constant. The formulas are in SI form; worked values are also given in cm and eV.

The law requires that iron is much scarcer than boron and starts out uniformly distributed, that all iron and boron are ionised, that every contact leads to a pair, and that pairs do not break up. The contact radius a must also be much smaller than the Coulomb radius

R_c = q²/(4πεkT),

the distance at which the attraction energy equals kT. In addition, either the acceptors must be dilute, with a spacing much larger than R_c, or they must be neutralised by holes whose charge is spread uniformly. The first derivation follows the capture of iron by one acceptor. The second treats all acceptors together with the holes that neutralise them.

**The flux of iron**

Let φ be the electrostatic potential and define ψ = −qφ/kT, which is positive where iron is attracted. The force on an ion is −q∇φ = kT∇ψ. By the Einstein relation the mobility is μ = qD/kT, so the drift velocity is (D/kT) times the force, which is D∇ψ. Adding diffusion gives the flux density of iron at concentration c:

J = −D(∇c − c∇ψ).

Iron is conserved away from the acceptors, so

∂c/∂t = D∇·(∇c − c∇ψ).

Both derivations start from this equation. It treats the hopping of iron as continuous motion.

**First derivation: one acceptor**

Around an isolated acceptor φ = −q/(4πεr), and therefore ψ = R_c/r. Let the concentration be c∞ far away and zero at r = a, where iron is captured. In the steady state the same number of ions per unit time crosses every sphere. Call this number Kc∞, and write K = 4πDR_eff. The inward flux through a sphere of radius r is

4πr²D(dc/dr − c dψ/dr) = 4πDR_eff c∞.

The bracket equals e^ψ d(ce^(−ψ))/dr, as the product rule shows. Dividing by 4πDr²e^ψ gives

d(ce^(−ψ))/dr = R_eff c∞ e^(−ψ)/r².

Integrate from a to infinity. On the left, ce^(−ψ) is zero at a and c∞ at infinity, where ψ = 0. Hence

1/R_eff = ∫ e^(−ψ) dr/r², from a to ∞.

For ψ = R_c/r, substitute u = 1/r, so that dr/r² = −du. The integral of e^(−R_c u) from 0 to 1/a is (1 − e^(−R_c/a))/R_c, and

R_eff = R_c/(1 − e^(−R_c/a)).

There are two limits. If R_c ≪ a, the exponential expands to 1 − R_c/a and R_eff → a: the charge is irrelevant and the acceptor acts as an absorbing sphere of its own size. If R_c ≫ a, the exponential vanishes and R_eff → R_c. The contact radius has then dropped out, and

K = 4πDR_c = q²D/(εkT).

Direct integration of the steady radial equation tests this formula. It gives R_eff/R_c = 2.541, 1.157 and 1.000 for R_c/a = 0.50, 2.00 and 19.84, in agreement with the formula.

If the acceptors act independently, an iron ion is captured at the rate KN_A. Then dc/dt = −KN_A c, and

τ = 1/(KN_A) = εkT/(q²DN_A).

This last step uses the steady coefficient K from the first moment. The concentration profile justifies it. Integrating the equation for ce^(−ψ) from a to r instead of to infinity gives

c/c∞ = [1 − e^(−R_c(1/a − 1/r))]/(1 − e^(−R_c/a)).

For R_c ≫ a this is 1 except in a layer next to contact. Setting r = a + s with s ≪ a turns the exponent into −R_c s/a², so the layer has thickness a²/R_c. Uniformly distributed iron is therefore already in the steady state outside this layer, and no depleted region has to build up first.

With c flat there is no diffusive flux, and capture is drift. The field at distance r has magnitude q/(4πεr²). Multiplying by the mobility and the area 4πr² gives

K = μq/ε,

which is the same coefficient, obtained from Gauss's law. The explicit factor 1/T in q²D/(εkT) comes from the Einstein relation; when D is thermally activated, as in the silicon example below, most of the temperature dependence lies in D.

**Why the region near contact matters little**

Let h(r) be the probability that an ion at r escapes to infinity before contact. It must equal its own average over the ion's next small displacement. That displacement has a random part, which contributes D∇²h, and a drift D dψ/dr, so

h″ + (2/r)h′ + ψ′h′ = 0.

Multiplying by r²e^ψ turns this into (r²e^ψ h′)′ = 0, so h′ is proportional to e^(−R_c/r)/r². With h(a) = 0 and h(∞) = 1,

h(r) = (e^(−R_c/r) − e^(−R_c/a))/(1 − e^(−R_c/a)) ≈ e^(−R_c/r) for a ≪ R_c.

At r = R_c the escape probability is e^(−1), or about 0.37. The Coulomb radius is thus not a surface at which capture is certain. Well inside it, return to large distances is improbable, and the exact way in which the pair forms has little influence on the rate.

**Second derivation: all acceptors and the holes**

Now take a neutral crystal with any arrangement of acceptors, each a point charge −q, and spread the compensating hole charge uniformly with density p = N_A. The charge of the scarce iron is neglected. Between the acceptors Poisson's equation is ∇²φ = −qN_A/ε. Multiplying by −q/kT gives

∇²ψ = q²N_A/(εkT) = 1/L²,

where L = (εkT/(q²N_A))^(1/2) is the Debye length.

Try a concentration that depends on time and not on position. Then ∇c = 0, and the conservation equation becomes

dc/dt = −Dc∇²ψ = −Dc/L².

The right-hand side is the same at every point between the acceptors, so a uniform concentration stays uniform. It decays exponentially with

τ = L²/D = εkT/(q²DN_A).

The iron that disappears must arrive at the acceptors. Close to each one ψ approaches R_c/r plus smooth terms, and the inward flux through a small sphere is 4πr²·Dc·R_c/r² = 4πDR_c c. Per unit volume the loss is 4πDR_c N_A c. Since 4πR_c N_A = q²N_A/(εkT) = 1/L², this is Dc/L², and the balance closes.

The boundary conditions also have to hold. At the outer surface of the sample no iron may cross, which a uniform c satisfies if the normal field vanishes there; a periodically repeated neutral volume serves equally well. At contact c must be zero, and the uniform solution violates this in the thin layer found above, which vanishes as a/R_c → 0. The equation is linear and its solution for given initial and boundary values is unique, so in this limit the uniform solution is the solution. The positions of the acceptors never entered.

Because μ = qD/kT, the result can also be written

τ = ε/(qμN_A).

This is the dielectric relaxation time of a medium whose carriers have the mobility of iron and the density of boron. Also √(Dτ) = L, so the diffusion length of iron during one pairing time is the Debye length.

**Two numerical tests of the second derivation**

The first test uses a neutral sphere of radius b = (3/(4πN_A))^(1/3), the volume per acceptor, with the acceptor at its centre. Here

ψ = R_c(1/r + r²/(2b³)).

The second term has Laplacian 3R_c/b³ = 1/L², and the slope of ψ vanishes at r = b. The slowest decay rate of the diffusion operator, with a sink at R_c/20 and no flux at b, comes out as 1.000/τ for R_c/b = 0.165, 0.5 and 1. The law thus survives in this cell even when the Coulomb radius is as large as the cell.

The second test follows 12,000 Brownian walkers in a periodic neutral box with four randomly placed acceptors, R_c/b = 0.768 and a contact radius of R_c/6. The unpaired fraction is 0.612 at t = τ/2 and 0.373 at t = τ, against 0.607 and 0.368 from the exponential law. The statistical standard error is about 0.004 at each time, so the differences are slightly more than one standard error. Allowing for the finite contact radius lowers the expected fractions to 0.604 and 0.366 and raises the differences to about 1.6 standard errors; the two times refer to the same walkers and are correlated. One random arrangement was followed.

**What each derivation assumes**

Both use continuous diffusion, the Einstein relation, a ≪ R_c, uniform initial iron and irreversible capture. They differ in how they treat the surroundings of an acceptor.

The first derivation uses the bare Coulomb field of one acceptor, reaching to infinity, and adds the capture rates of independent acceptors. Taken alone it is justified for dilute acceptors, R_c ≪ b. In return it gives the effect of a finite contact radius and accepts any other spherical potential ψ.

The second derivation does not need dilution or independence. It needs the hole charge to be uniform. It also fails if part of the boron is compensated by fixed positive donors: the flux Dc∇ψ of a uniform concentration would point outward from every donor, and a donor does not emit iron. The concentration then cannot remain uniform.

The agreement depends on the Coulomb field and does not extend to every trap with the same K. For an uncharged absorbing sphere of radius R_c, ψ = 0 and 1/R_eff = ∫dr/r² = 1/R_c, so its dilute coefficient is the same. Its profile, however, is c = c∞(1 − R_c/r), depleted far outside the sphere, and the average concentration is lower than c∞. In the cell with R_c/b = 0.165 its decay rate is 1.39/τ, while the charged acceptor gives 1.00/τ.

**When the holes respond**

Holes are attracted by acceptors as iron is, so their charge is not quite uniform. Two estimates show the size of the effect.

For an isolated acceptor surrounded by its full screening cloud, ψ = (R_c/r)e^(−r/L). The general integral for 1/R_eff still applies. If R_c ≪ L, most of the integral comes from r of order R_c, where ψ ≈ R_c/r − R_c/L. The integrand gains a factor e^(R_c/L), so

1/R_eff ≈ (1 + R_c/L)/R_c,

and the steady capture rate is lower by the fraction R_c/L to first order. This steady state includes a depleted region. To first order the relative depletion outside R_c is R_c(1 − e^(−r/L))/r, which is about R_c/L for r ≪ L and falls only as R_c/r beyond L. After a time L²/D = τ roughly half of the steady slowing has developed, and the rest follows slowly. When iron starts out uniform, the slowing is therefore smaller during the first pairing time.

The second estimate keeps the spherical cell and lets the hole density respond linearly, p = N_A(1 + ψ − ⟨ψ⟩), where ⟨ψ⟩ is the cell average. This represents an ordered arrangement. Neither estimate solves the random arrangement with responding holes.

**Worked example: boron-doped silicon at 300 K**

The inputs are rough typical values: relative permittivity 11.7, N_A = 10¹⁶ cm⁻³, contact radius 0.24 nm, and D = D₀e^(−E_m/kT) with D₀ = 10⁻³ cm²/s and E_m = 0.67 eV. With kT = 0.02585 eV,

D = 5.55×10⁻¹⁵ cm²/s, R_c = 4.76 nm, L = 40.9 nm, b = 28.8 nm.

The first derivation gives

K = 4π × 5.553×10⁻¹⁵ cm²/s × 4.761×10⁻⁷ cm = 3.32×10⁻²⁰ cm³/s,

τ = 1/(3.322×10⁻²⁰ cm³/s × 10¹⁶ cm⁻³) = 3010 s, or about 50 min.

The second gives

τ = (4.088×10⁻⁶ cm)²/(5.553×10⁻¹⁵ cm²/s) = 3010 s.

At fixed temperature τ is inversely proportional to N_A: about 30,000 s at 10¹⁵ cm⁻³ and 300 s at 10¹⁷ cm⁻³.

At fixed doping and permittivity, ln τ = constant + ln T + E_m/kT. With β = 1/kT, ln T = −ln β + constant, and the slope is

d(ln τ)/dβ = E_m − 1/β = E_m − kT = 0.644 eV at 300 K.

An Arrhenius plot of τ therefore gives a little less than the migration energy. For 10¹⁶ cm⁻³ the model yields 314 s at 330 K and 48 s at 360 K.

**Size of the neglected effects**

*Hole response.* At 10¹⁶ cm⁻³, R_c/L = 0.116. With the steady capture rate of the isolated screened acceptor, the full integral lengthens τ by 10 %, which overestimates the slowing during the first pairing time after a uniform start, where the average is about 4 %; the ordered cell gives 1 %. Both figures use a linear hole response, which is not valid inside R_c, where ψ exceeds 1. With a Boltzmann hole density whose ψ is capped inside 2.4 nm or 1.5 nm, the cell value rises to 1.3 % or 1.6 %, part of which overlaps with the neutral boron fraction below. At 10¹⁵ and 10¹⁷ cm⁻³ the isolated estimate is 3.5 % and 29 %. By this estimate the simple law becomes less reliable as the doping rises.

*Contact and lattice.* The finite contact radius changes τ by a relative 2×10⁻⁹ in the continuum model. The discreteness of the lattice matters more. A jump of length d towards the acceptor raises ψ by about R_c d/r², which reaches 1 at r = √(R_c d) = 1.07 nm for d = 0.24 nm. Inside this radius continuous diffusion is a poor description. The escape probability there is 1.2 %. If every ion reaching 1.07 nm were captured at once, K would rise by that same 1.2 %. This limits only how much faster capture could become through the inner region; it is not a bound on lattice effects. If the barrier height follows the Coulomb potential the change of K is much smaller, while if jumps towards the acceptor are not accelerated by the field, K falls by a few per cent, of the order of d/R_c.

*Charge states.* The neutral boron fraction follows from p²/(N_A − p) = (N_v/4)e^(−E_B/kT), with a level E_B = 0.045 eV above the valence band and a band density of states N_v = 3×10¹⁹ cm⁻³ at 300 K, scaling as T^(3/2). It is 0.75 % at 300 K for 10¹⁶ cm⁻³, and 6.6 % for 10¹⁷ cm⁻³, where full ionisation is a poorer assumption. The Fermi level lies at E_F = kT ln(N_v/p) above the band, and iron with a level at 0.38 eV is neutral with probability 1/(1 + e^((0.38 eV − E_F)/kT)), level degeneracy being ignored. This is 0.12 % at 300 K and 1.9 % at 360 K. Neutral iron does not drift in the Coulomb field, and neutral boron does not attract iron by it, so these fractions indicate the size of the change in rate.

*Dissociation.* Take four pair sites beside each boron atom, N_s = 5×10²² cm⁻³ interstitial sites and a binding energy of 0.60 eV. Counting sites with their Boltzmann weights gives the equilibrium ratio of paired to unpaired iron, (4N_A/N_s)e^(0.60 eV/kT). The unpaired fraction f is 0.01 % at 300 K and 0.5 % at 360 K. If pairs break up at a rate 1/τ_d, the unpaired density n out of a total n₀ obeys

dn/dt = −n/τ + (n₀ − n)/τ_d.

It relaxes at the rate 1/τ + 1/τ_d towards fn₀, with f = τ/(τ + τ_d), so the relaxation rate is 1/(τ(1 − f)). At 360 K the approach to equilibrium is thus 0.5 % faster than 1/τ.

*Iron content.* With 10¹² cm⁻³ of iron, at most 0.01 % of the acceptors are used up.

**Comparison with real silicon wafers**

In boron-doped silicon near 10¹⁶ cm⁻³, pairing at room temperature takes very roughly an hour, and the model value of 50 min is of that size. The agreement cannot be pressed further, because D is the least certain input: a change of 0.02 eV in E_m multiplies τ at 300 K by e^(0.02/0.02585), about 2.2. This outweighs each correction estimated above for this doping.

An assumption that practice can break is the uniform start. If pairs have just been broken, by light or heat, and the iron has not moved far, part of it still lies close to its acceptor. An ion at distance r is recaptured by that acceptor with probability 1 − e^(−R_c/r), about 63 % at r = R_c. With drift alone, dr/dt = −DR_c/r², and the time to reach the centre is r³/(3DR_c). From r = R_c this is R_c²/(3D), about 14 s. Diffusion is equally important at that distance and spreads the recapture in time: about half of it is over after 20 s, three quarters after 80 s and nine tenths after some 450 s, with a slow tail beyond. Most of it is thus fast against the 3010 s of the uniform population. The decay then begins with a fast part, and a single exponential fitted to it would give too short a τ. The numerical output below lists the values of R_c, D and τ used here.

Numbers as computed

```
INPUTS (rough silicon values)
T = 300 K, relative permittivity = 11.7
N_A = 1.0e+16 cm^-3, iron density = 1.0e+12 cm^-3
D0 = 1.0e-03 cm^2/s, migration energy = 0.67 eV
contact radius and jump length = 0.24 nm
levels above valence band: B 0.045, Fe 0.38 eV
pair binding = 0.60 eV, pair sites per B = 4
site density = 5.0e+22 cm^-3, Nv(300 K) = 3.0e+19 cm^-3
MAIN RESULTS
kT = 0.02585 eV, D = 5.553e-15 cm^2/s
iron mobility = 2.148e-13 cm^2/Vs
Coulomb radius Rc = 4.761 nm, Debye length L = 40.88 nm
cell radius b = 28.79 nm, Rc/b = 0.1653
capture coefficient K = 3.322e-20 cm^3/s
pairing time tau = 3010 s = 50.2 min
ONE ACCEPTOR: capture radius / Rc, integrated and formula
Rc/a = 0.50: 2.541494, 2.541494
Rc/a = 2.00: 1.156518, 1.156518
Rc/a = 19.84: 1.000000, 1.000000
one jump gains kT at r = 1.07 nm
escape probability there: integrated 0.01165, formula 0.01163
NEUTRAL CELL, uniform holes: decay rate x tau
Rc/b = 0.165: 1.00000
Rc/b = 0.500: 1.00000
Rc/b = 1.000: 1.00000
shift from 750 to 1500 radial cells = -2.7e-06
uncharged sphere of radius Rc, same cell: 1.3877
RANDOM ACCEPTORS, Brownian walkers, Rc/b = 0.768
t/tau = 0.5: unpaired 0.6119, exponential law 0.6065
t/tau = 1.0: unpaired 0.3733, exponential law 0.3679
apparent activation energy of tau = 0.6441 eV
NEGLECTED EFFECTS
hole response, ordered cell: tau longer by 0.98 %
N_A = 1e+15 cm^-3: tau = 3.010e+04 s, Rc/L = 0.0368, isolated screened slowing 3.5 %
N_A = 1e+16 cm^-3: tau = 3.010e+03 s, Rc/L = 0.1164, isolated screened slowing 10.4 %
N_A = 1e+17 cm^-3: tau = 3.010e+02 s, Rc/L = 0.3682, isolated screened slowing 29.4 %
300 K: tau = 3010.4 s; neutral B 0.75 %, neutral Fe 0.12 %, unpaired at equilibrium 0.010 %
330 K: tau = 313.9 s; neutral B 0.56 %, neutral Fe 0.54 %, unpaired at equilibrium 0.086 %
360 K: tau = 48.1 s; neutral B 0.43 %, neutral Fe 1.86 %, unpaired at equilibrium 0.496 %
finite contact radius: relative change of tau 2.4e-09
largest share of acceptors used up by iron = 0.010 %
```
